\section*{Defect clusters with an equal equilibrium constant for every monomer addition, part 2}

Identical, neutral point defects in a crystal form clusters that grow and shrink by one monomer at a time. An $n$-mer holds $n$ defects, and $c_n$ is the number of $n$-mers per unit volume. Are monomers the most numerous species at equilibrium? The clusters are dilute, the temperature $T$ is uniform, and the content $C=\sum_n nc_n$ is conserved. The equilibrium constants are $K_n=c_n/(c_1c_{n-1})$ for $n\ge2$. For a lattice with $N_s$ sites per volume, $g_n$ configurations per site and energy $E_n$ relative to isolated defects,
\begin{equation}
K_n=\frac{g_n}{g_1g_{n-1}N_s}\exp\left(\frac{E_{n-1}-E_n}{kT}\right).
\label{Kn2}
\end{equation}
If all $K_n$ equal $K$ and size is unlimited, then
\begin{equation}
c_n=\frac{x^n}{K},\qquad x=Kc_1<1,\qquad \kappa=KC=\frac{x}{(1-x)^2}.
\label{recap}
\end{equation}
Here $x<1$ because the content would otherwise be infinite, so monomers lead. Part (f) extended this ordering to any finite-content equilibrium of unlimited size in which $K_n$ never decreases with $n$.

The example is self-interstitials in a 200 nm layer of silicon, with $T=1073$ K, $kT=0.09248$ eV, $C=10^{18}\ \mathrm{cm^{-3}}$, $N_s=5\times10^{22}\ \mathrm{cm^{-3}}$, $g_n=1$ and energy $E_b=1.2$ eV released at each addition. These give $K=8.64\times10^{-18}\ \mathrm{cm^3}$, $\kappa=8.64$, $x=0.713$ and $c_1=8.25\times10^{16}\ \mathrm{cm^{-3}}$. Monomers hold 8.2\,\% of the defects, or 0.45\,\% if every addition after the dimer releases 0.3 eV more. The mean size seen by a defect is $\sum_n n^2c_n/\sum_n nc_n$.

Each part below changes one assumption and keeps these values otherwise. In parts (g) to (i), $x$ still denotes $Kc_1$, but its value must be found again from conservation.

The computed results at the end include two earlier checks. The lattice test compares $K_nN_s$ with $e^b$ on a 14-site ring whose occupied neighbours bind by $b=2$ in units of $kT$. The canonical test compares $c_n=x^n/K$ with sums for a finite number of defects.

\subsection*{(g) A largest cluster size}

Return to equal constants, but let clusters stop growing at size $N$, for instance because strain or geometry forbids a further addition. When do monomers cease to lead?

\paragraph{Solution.} The law $c_n=x^n/K$ still holds for $n\le N$, since it follows from the reactions that remain. Conservation becomes a finite sum,
\begin{equation}
\kappa=\sum_{n=1}^{N}n\,x^n .
\label{cap}
\end{equation}
A finite sum converges for every $x$, so the argument that forced $x<1$ is gone. The right side increases with $x$, and at $x=1$ it equals
\begin{equation}
\sum_{n=1}^{N}n=\frac{N(N+1)}{2}.
\end{equation}
Therefore
\begin{equation}
x>1\quad\text{if and only if}\quad \kappa>\frac{N(N+1)}{2}.
\end{equation}
Above this threshold the concentrations rise with size: monomers are the rarest species and the largest clusters are the most numerous. At the threshold all sizes are equally numerous. The reason is a shortage of room in the distribution. Defects that would have gone into longer clusters must fit into the permitted ones, and this drives up $c_1$ until $Kc_1$ passes 1.

For the example, $\kappa=8.64$. With $N=3$ the threshold is 6, and the solution of \eqref{cap} is $x=1.166$. A direct check is
\begin{equation}
1.166+2(1.166)^2+3(1.166)^3=1.166+2.719+4.756\simeq8.64
\end{equation}
to the digits kept. The concentrations of monomers, dimers and trimers are $1.35$, $1.57$ and $1.83\times10^{17}\ \mathrm{cm^{-3}}$. With $N=4$ the threshold is 10, the solution is $x=0.952$, and monomers lead by a small margin. A cap is harmless to the ordering if $N(N+1)/2$ exceeds $\kappa$.

\subsection*{(h) One especially stable size}

Let the tetramer alone be stabilised by an extra energy $\delta>0$, with every other $E_n$ unchanged and no largest size. How large must $\delta$ be for tetramers to match monomers in number?

\paragraph{Solution.} Lowering $E_4$ by $\delta$ affects two constants in \eqref{Kn2}. The step into the tetramer releases $\delta$ more, and the step out of it releases $\delta$ less. With $q=e^{\delta/kT}$,
\begin{equation}
K_4=qK,\qquad K_5=\frac{K}{q},\qquad K_n=K\ \text{otherwise}.
\end{equation}
The factors cancel from the pentamer on, so
\begin{equation}
c_4=\frac{q\,x^4}{K},\qquad c_n=\frac{x^n}{K}\quad(n\ne4).
\end{equation}
Since $K_5<K_4$, the condition of part (f) is broken and its proof does not apply. The sum over large $n$ still requires $x<1$. The content differs from \eqref{recap} only by the additional tetramers, each of which holds four defects:
\begin{equation}
\kappa=\frac{x}{(1-x)^2}+4(q-1)x^4 .
\label{tet}
\end{equation}
Equality $c_4=c_1$ means $qx^3=1$, or
\begin{equation}
\delta=-3kT\ln x .
\label{delta}
\end{equation}
Substituting $qx^4=x$ in \eqref{tet} removes $q$:
\begin{equation}
\kappa=\frac{x}{(1-x)^2}+4x-4x^4 .
\end{equation}
For $\kappa=8.64$ the solution is $x=0.683$, and \eqref{delta} gives
\begin{equation}
\delta=-3(0.09248\ \mathrm{eV})\ln0.683=0.106\ \mathrm{eV}.
\end{equation}
A separate numerical search, which varied $\delta$ until the conserved populations of monomers and tetramers were equal, gave the same value.

It remains to show that tetramers lead for every larger $\delta$. The right side of \eqref{tet} increases with both $x$ and $q$, so at fixed $\kappa$ a rise in $q$ lowers $x$. Solving \eqref{tet} for $qx^4$ and dividing by $x$ gives
\begin{equation}
\frac{c_4}{c_1}=qx^3=\frac{\kappa}{4x}-\frac{1}{4(1-x)^2}+x^3 .
\end{equation}
Its derivative with respect to $x$ is
\begin{equation}
-\frac{\kappa}{4x^2}-\frac{1}{2(1-x)^3}+3x^2 .
\end{equation}
This is negative because $6x^2(1-x)^3$, whose largest value on $0<x<1$ is 0.21 at $x=2/5$, stays below 1. So $c_4/c_1$ rises as $x$ falls, that is, as $\delta$ grows.

The threshold is little more than $kT$. The ordering found for constant $K$ is therefore fragile in this example: an energy difference of about a tenth of an electronvolt at a single size reverses it. Calculated defect energies can shift by this much with the density functional or the size of the simulation cell, so in a case like this one a calculation must resolve such differences before it can name the most numerous species. At small $\kappa$ the threshold is much larger, since $x$ in \eqref{delta} is then small.

\subsection*{(i) Equal energies but unequal numbers of orientations}

Let the clusters be straight rods along the $\langle110\rangle$ directions of a cubic crystal. Each addition releases the same energy $E_b$, and a rod can grow only along its own line. Are monomers still the most numerous species?

\paragraph{Solution.} There are twelve $\langle110\rangle$ vectors. Opposite vectors describe the same line, so there are six orientations. A monomer has none to choose, and a rod keeps the orientation set when the dimer forms. Hence $g_1=1$ and $g_n=6$ for $n\ge2$. With $K=e^{E_b/kT}/N_s$, equation \eqref{Kn2} gives
\begin{equation}
K_2=6K,\qquad K_n=K\quad(n\ge3).
\end{equation}
The energies are equal but the constants are not. The concentrations are
\begin{equation}
c_1=\frac{x}{K},\qquad c_n=\frac{6x^n}{K}\quad(n\ge2),\qquad \frac{c_2}{c_1}=6x .
\end{equation}
Dimers outnumber monomers when $x>1/6$. Conservation multiplies every term except the monomer term by six:
\begin{equation}
\kappa=x+6\left[\frac{x}{(1-x)^2}-x\right].
\label{rod}
\end{equation}
At $x=1/6$, $x/(1-x)^2=(1/6)(36/25)=6/25$, so the threshold is
\begin{equation}
\kappa=\frac16+\frac{36}{25}-1=0.61 .
\end{equation}
The example, with $\kappa=8.64$, lies well above it. Equation \eqref{rod} gives $x=0.487$ and $c_2/c_1=2.9$, so dimers are the most numerous species. At $\kappa=0.1$, by contrast, the numerical solution has monomers in the lead.

The answer depends on what is called a species. If each orientation is counted separately, its dimers number $x^2/K$, which is less than $c_1=x/K$, and monomers lead again. A measurement that cannot tell the orientations apart sees their sum.

\subsection*{(j) Is there time for this equilibrium, and does it last?}

Return to constant $K$ and unlimited size. Monomers diffuse with diffusivity $D$ and are captured within a radius $R=0.5$ nm, while clusters do not move. Compare the time for the sizes to equilibrate with the time for the defects to escape to the surface from a layer that reaches from the surface to a depth $L=200$ nm. Then find how strongly a large condensed defect, such as a dislocation loop, must bind its atoms to drain the monomers.

\paragraph{Solution.} The diffusion-limited capture constant is $k_c=4\pi RD$. For two monomers the relative diffusivity is $2D$, but each pair must be counted once, so the rate of dimer formation is again $k_cc_1^2$. The release rate must make every net flux vanish at equilibrium, which fixes it at $k_c/K$. The net rate from size $n$ to $n+1$ is
\begin{equation}
J_n=k_c\left(c_1c_n-\frac{c_{n+1}}{K}\right),
\end{equation}
and the concentrations obey
\begin{equation}
\frac{dc_n}{dt}=J_{n-1}-J_n\quad(n\ge2),\qquad
\frac{dc_1}{dt}=-2J_1-\sum_{n\ge2}J_n .
\end{equation}
The factor 2 appears because forming a dimer consumes two monomers. The natural time unit is $\tau=1/(4\pi RDC)$.

These equations were integrated from monomers alone, with sizes up to 80. The long-time concentrations of sizes 1 to 8 agree with $x^n/K$ within 0.1\,\%. The mean size seen by a defect stays within 5\,\% of its equilibrium value after $270\,\tau$, which is taken below as the equilibration time. By then sizes 1 to 4 are within about 3\,\% of equilibrium, but the rare large clusters lag: size 25 has reached only 17\,\% of its final concentration.

For the surface loss, only monomers move. Their flux to a perfectly absorbing surface is roughly $Dc_1/L$, and it must remove $CL$ defects per area. The loss time is therefore
\begin{equation}
t_s\simeq\frac{CL^2}{Dc_1},\qquad
\frac{t_s}{\tau}=4\pi RL^2\,\frac{C^2}{c_1}.
\end{equation}
The diffusivity cancels. With $R=5\times10^{-8}$ cm, $L=2\times10^{-5}$ cm and $c_1=8.25\times10^{16}\ \mathrm{cm^{-3}}$, the ratio is about 3000. This rough loss time is some eleven times the equilibration time.

This does not make the early loss small, because the defects nearest the surface leave first. Suppose that the layer is empty down to a depth $s$ and untouched below it. The flux is then $Dc_1/s$, and it must equal $C\,ds/dt$. Integration gives
\begin{equation}
\frac{s}{L}=\sqrt{\frac{2t}{t_s}} ,
\end{equation}
which is about 0.4 at $t=270\,\tau$. The empty region reaches the full depth $L$ at $t=t_s/2$, so in this estimate emptying the layer takes between five and six times as long as the equilibration. With a perfectly absorbing surface, roughly two fifths of the defects are lost before the sizes have equilibrated, so a conserved content is a poor approximation for this thin layer. A weakly absorbing surface reduces this loss, but monomers still diffuse into the deeper crystal, which the estimate leaves out. Conservation becomes a good approximation if the layer is thick: since $t_s\propto L^2$, a layer ten times as thick with the same $C$ would lose about 4\,\% to the surface in the same time. The estimate also uses the equilibrium $c_1$ throughout. A barrier to capture would slow the equilibration and increase the loss.

For the condensed defect, let each atom in it be bound by $E_c$ relative to an isolated defect. Its chemical potential is then $-E_c$, while that of a monomer is $kT\ln(c_1/N_s)$. Monomers flow into it when theirs is the higher, that is, when
\begin{equation}
E_c>kT\ln\frac{N_s}{c_1}=0.09248\,\ln\frac{5\times10^{22}}{8.25\times10^{16}}\ \mathrm{eV}=1.23\ \mathrm{eV}.
\end{equation}
Since $c_1=x/K$ and $KN_s=e^{E_b/kT}$, the threshold is also $E_b-kT\ln x$, which is 0.03 eV above $E_b$. A condensed defect with appreciably stronger binding than the small clusters will eventually take most of the defects. The distribution studied here is then an equilibrium among small clusters before such defects have grown, not the final state of the crystal.

\paragraph{The model beside real silicon.} The dose and depth are of the order left by a light implant, if about one excess interstitial survives per implanted ion. The capture radius is a rough atomic scale. The binding energy is a value chosen for illustration, and it is lower than the values of about 2 eV or more per added atom usually reported for small self-interstitial clusters in silicon. With $E_b=2$ eV and the same $C$ and $T$, the constant-$K$ model gives $\kappa\approx5\times10^{4}$, a mean size of about 220 and a monomer share of the defects of about $2\times10^{-5}$, far from the regime of the example. Clusters occupy a fraction of about $2\times10^{-5}$ of the sites, so blocking is negligible. Real clusters do not have a constant $K$: their binding varies with size by tenths of an electronvolt or more, compact clusters can be especially stable, and extended defects bind more strongly. In this model, an extra 0.11 eV at the tetramer is enough to remove monomers from first place, and an extra 0.3 eV at every step after the dimer cuts their share of the defects from 8.2\,\% to 0.45\,\%. The example also holds the defect content fixed, although part (j) shows that an absorbing surface would remove much of it from so thin a layer. The constant-$K$ numbers therefore illustrate the mechanism and do not predict measured cluster populations.

\section*{Computed results}
\begin{verbatim}
temperature = 800 C = 1073.15 K; kT = 0.09248 eV
excess dose = 2.0e+13 cm^-2; depth = 200 nm
defect content C = 1.00e+18 cm^-3
site density N_s = 5.0e+22 cm^-3
binding energy per addition = 1.20 eV
capture radius = 0.50 nm
K = 8.6403e-18 cm^3; kappa = K*C = 8.6403
ratio x = 0.71278
n = 1: c_n = 8.250e+16 cm^-3, defect share = 8.25 %
n = 2: c_n = 5.880e+16 cm^-3, defect share = 11.76 %
n = 3: c_n = 4.191e+16 cm^-3, defect share = 12.57 %
n = 4: c_n = 2.987e+16 cm^-3, defect share = 11.95 %
n = 5: c_n = 2.129e+16 cm^-3, defect share = 10.65 %
n = 6: c_n = 1.518e+16 cm^-3, defect share = 9.11 %
all clusters incl. monomers = 2.872e+17 cm^-3
monomer share of clusters = 28.72 %
mean size = 3.482; defect-weighted = 5.963
size holding most defects = 3
at 700 C: x = 0.8399, monomer defect share = 2.56 %
at 900 C: x = 0.5581, monomer defect share = 19.52 %
with E_b = 1.1 eV: x = 0.5620, monomer defect share = 19.18 %
with E_b = 1.3 eV: x = 0.8205, monomer defect share = 3.22 %
lattice test: K_n*N_s = 7.3905, 7.3905, 7.3905; exp(b) = 7.3891
canonical test, largest error: 200 defects 0.824 %, 800 defects 0.204 %
site fraction holding defects = 2.0e-05
largest size 3: x = 1.1660
largest size 4: x = 0.9521
largest size 3: c_1, c_2, c_3 = 1.349e+17, 1.573e+17, 1.835e+17 cm^-3
extra tetramer binding for c_4 = c_1: 0.1059 eV
x at that equality = 0.6827
six-orientation rods: x = 0.4865, c_2/c_1 = 2.919
later steps stronger by 0.3 eV: c_2/c_1 = 0.0385
  c_3/c_2 = 0.9868, monomer defect share = 0.445 %
condensed defect drains monomers above 1.2313 eV per atom
relaxation to 5 % = 270 capture times 1/(4 pi R D C)
surface loss estimate = 3047 capture times
surface loss time / relaxation time = 11.28
\end{verbatim}
